\section*{How many valence electrons must a metallocene have?}

\section*{The count}

\textbf{Q.} I hold that a metallocene can be isolated only if its metal has eighteen valence electrons. Ferrocene has them. Vanadocene, V(C$_5$H$_5$)$_2$, must then be a fleeting species. How many does it have?

\textbf{A.} Fifteen. Vanadium brings five and each neutral ring five $\pi$ electrons: $5+2\cdot5=15$. Counted ionically, two C$_5$H$_5^-$ rings bring twelve and V$^{2+}$ keeps three. Yet vanadocene is a known, isolable solid, handled without air. So the rule fails as a condition for isolation, and we should ask what the missing three electrons would have done.

\textbf{Q.} They would have completed the bonding, surely. Eighteen electrons fill nine bonding orbitals.

\textbf{A.} They fill nine orbitals, but are all nine strongly bonding? Let us calculate them. Take parallel, staggered rings, an orthogonal basis of metal $s$, $p$, $d$ and ten carbon $p_z$ orbitals, and no direct coupling between rings. Energies are measured from the metal $d$ level, $\varepsilon_d=0$.

In one ring, give atom $k$ the coefficient $e^{2\pi i mk/5}/\sqrt5$. Its two neighbours differ by phases $e^{\pm2\pi i m/5}$, so
\begin{equation}
\varepsilon_m=\alpha+\beta\left(e^{2\pi i m/5}+e^{-2\pi i m/5}\right)=\alpha+2\beta\cos\frac{2\pi m}{5}.
\end{equation}
With round values $\alpha=-2.0$ and $\beta=-2.5$ eV, the levels for $|m|=0,1,2$ are $-7.000$, $-3.545$ and $2.045$ eV. The two rings combine into even (g) and odd (u) sets. Even sets meet metal $s$ and $d$; odd sets meet metal $p$. The axial number $m$ must also match.

\section*{Which orbitals bond}

\textbf{Q.} Then each metal orbital finds a partner. Why should some bond weakly?

\textbf{A.} Because of direction and energy. Let $\theta$ be the angle between the axis and a metal--carbon line, $c=\cos\theta$, $s=\sin\theta$. For a carbon in the $xz$ plane, use the coordinate $u$ along the line and $e$ perpendicular to it in that plane:
\begin{equation}
z=cu-se,\qquad x=su+ce.
\end{equation}
Orient each carbon $p_z$ orbital outward; it is then $c\,p_u-s\,p_e$. The three metal functions become
\begin{align}
\tfrac12(3z^2-r^2)&=\tfrac12\left[3(c^2u^2-2cs\,ue+s^2e^2)-r^2\right],\\
\sqrt3\,xz&=\sqrt3\left[sc\,u^2+(c^2-s^2)ue-sc\,e^2\right],\\
\tfrac{\sqrt3}{2}(x^2-y^2)&=\tfrac{\sqrt3}{2}\left[s^2u^2+2sc\,ue+c^2e^2-y^2\right].
\end{align}
The $\sigma$ part is the value on the line, at $u=r=1$; the $\pi$ part is the coefficient of $\sqrt3\,ue$. They are respectively $(3c^2-1)/2$ and $-\sqrt3cs$; $\sqrt3sc$ and $2c^2-1$; $\sqrt3s^2/2$ and $sc$. Multiply the $\sigma$ part by $cV_\sigma$ and the $\pi$ part by $-sV_\pi$. Around a ring these couplings vary as $\cos m\phi$. The coupling to a normalized group orbital is the root of the sum of squares: ten equal terms for $m=0$, and $2\cdot5/2=5$ for $m=1,2$. Hence
\begin{align}
t_0&=\sqrt{10}\left[\tfrac12c(3c^2-1)V_\sigma+\sqrt3\,cs^2V_\pi\right],\\
t_1&=\sqrt5\left[\sqrt3\,c^2sV_\sigma+s(1-2c^2)V_\pi\right],\\
t_2&=\sqrt5\left[\tfrac{\sqrt3}{2}cs^2V_\sigma-cs^2V_\pi\right].
\end{align}
Take ring height 1.9 and ring radius 1.2 angstrom, so $\theta=32.3^\circ$, with $V_\sigma=-1.6$ and $V_\pi=0.8$ eV. Then $|t_0|,|t_1|,|t_2|$ are 1.392, 2.776 and 1.178 eV. Among the $d$ functions the $xz,yz$ pair couples most strongly. Only the relative sign of $V_\sigma$ and $V_\pi$ matters here. With $u$ pointing from metal to carbon, attractive couplings would have $V_\sigma>0$ and $V_\pi<0$, but reversing both merely changes the sign of every $d$ function and leaves all levels as they are.

\textbf{Q.} What levels follow?

\textbf{A.} For one metal and one ring orbital, the determinant gives $(E-\varepsilon_d)(E-\varepsilon_r)=t^2$. Completing the square,
\begin{equation}
E=\frac{\varepsilon_d+\varepsilon_r}{2}\pm\sqrt{\left(\frac{\varepsilon_d-\varepsilon_r}{2}\right)^2+t^2}.
\label{two}
\end{equation}
The ring $e_1$ level lies below $d$, so the mainly metallic $e_{1g}^*$ pair is the upper root:
\begin{equation}
-1.773+\sqrt{1.773^2+2.776^2}=1.52\ \text{eV}.
\end{equation}
The ring $e_2$ level lies above $d$, so the mainly metallic $e_{2g}$ pair ($xy$, $x^2-y^2$) is the lower root:
\begin{equation}
1.023-\sqrt{1.023^2+1.178^2}=-0.54\ \text{eV}.
\end{equation}
The first pair is antibonding, the second weakly bonding.

For $a_{1g}$ there are three amplitudes: ring $a$, metal $d_{z^2}$ $b$, and metal $s$ $g$. Their equations are
\begin{equation}
(E-\varepsilon_r)a=t_0b+t_sg,\quad (E-\varepsilon_d)b=t_0a,\quad (E-\varepsilon_s)g=t_sa.
\end{equation}
Substituting $b$ and $g$ and dividing by $a$ gives
\begin{equation}
E-\varepsilon_r=\frac{t_0^2}{E-\varepsilon_d}+\frac{t_s^2}{E-\varepsilon_s}.
\end{equation}
Here $t_s=\sqrt{10}\,cV_{sp}$; with $V_{sp}=1.5$ eV, $|t_s|=4.011$ eV, and $\varepsilon_s=3$ eV. The middle root is 0.15 eV. Without the $s$ orbital it would be 0.27 eV. Between $\varepsilon_d$ and $\varepsilon_s$ the $s$ term is negative, while $E-\varepsilon_r-t_0^2/(E-\varepsilon_d)$ increases with $E$; the root must therefore move down. It stays above $\varepsilon_d$, so this orbital is very slightly antibonding in energy, and ``nearly nonbonding'' is the fair description.

\textbf{Q.} Where are the strongly bonding ones?

\textbf{A.} Mostly on the rings. The even set supplies levels at $-8.610$ ($a_{1g}$) and twice $-5.066$ eV ($e_{1g}$). For the odd set, the same resolution of $p_z$ and $p_x$ along $u$ and $e$ gives couplings $\sqrt{10}(c^2V'_\sigma+s^2V'_\pi)$ and $\sqrt5\,sc(V'_\sigma-V'_\pi)$. With $\varepsilon_p=5$, $V'_\sigma=1.5$ and $V'_\pi=-0.5$ eV, equation~(\ref{two}), with $\varepsilon_p$ in place of $\varepsilon_d$, gives $-7.682$ ($a_{2u}$) and twice $-3.998$ eV ($e_{1u}$). These six orbitals hold twelve electrons. Not all of them bond strongly to the metal: relative to the parent ring levels, $a_{1g}$ and $e_{1g}$ are lowered by 1.61 and 1.52 eV, but $a_{2u}$ and $e_{1u}$ only by 0.68 and 0.45 eV, comparable with the 0.54 eV of $e_{2g}$. The odd three are 95\% ring orbitals and lie low because of bonding within the rings. Next come the $e_{2g}$ pair and $a_{1g}$, then $e_{1g}^*$, and then the odd ring pair $e_{2u}$, which has no metal partner and stays at 2.045 eV.

\section*{What the missing electrons cost}

\textbf{Q.} A vacancy in a weakly bonding orbital still costs something. How much?

\textbf{A.} Compare sums of orbital energies with those of two closed-shell rings and a metal ion whose $d$ electrons sit at $\varepsilon_d$. All parameters are held fixed as the count changes. For twelve electrons,
\begin{align}
E_{12}&=2\left[-8.610-7.682-2(5.066)-2(3.998)\right]\nonumber\\
&\quad-2\left[2(-7.000)+4(-3.545)\right]=-12.48\ \text{eV}.
\end{align}
One electron in each frontier orbital adds $2(-0.538)+0.151=-0.92$ eV:
\begin{equation}
E_{15}=-13.40,\qquad E_{18}=-14.33\ \text{eV}.
\end{equation}
Thus 93\% of the fifteen-electron binding is present at twelve, and 94\% of the eighteen-electron binding at fifteen. The shares depend on where the ring levels lie: they are 89\% and 90\% for $\alpha=-3$ eV, and 82\% and 85\% for $\alpha=-4$ eV, with the same orbitals filled. The ladder then changes: $e_{2u}$ drops below $e_{1g}^*$ at $\alpha=-3$ eV and below $a_{1g}$ at $\alpha=-4$ eV, where $e_{2g}$ is only half metallic. The shares also depend on the orthogonal basis: with a metal--ring overlap equal to minus the coupling divided by 15 eV, $E_{12}$ shrinks to $-5.80$ eV and the shares are 87\% and 89\%, or 77\% and 81\% for $\alpha=-3$ eV and 60\% and 72\% for $\alpha=-4$ eV. With overlap the couplings are tied to the chosen energy zero: moving it 3 eV above or below $\varepsilon_d$ at fixed couplings turns $-5.80$ into $-3.22$ or $-8.90$ eV, while the shares stay between 85\% and 90\%. In the original example, two further electrons enter $e_{1g}^*$ and add $2(1.521)$ eV, giving $-11.29$ eV.

In this ladder of orbital energies, for $\alpha=-2$ eV and filled in pairs from below, eighteen marks the count beyond which electrons must enter a strongly antibonding level. Repulsion can send them there earlier: with the parameters $B$ and $C$ used below, four or five $d$ electrons keep their spins parallel and already occupy $e_{1g}^*$. That outcome is fragile: couplings 20\% stronger, or $B$ and $C$ reduced for covalency, make both counts low-spin, and real chromocene, with four, has two unpaired electrons. Eighteen is not a threshold below which binding disappears. These sums leave out electron repulsion and the relaxation of the fragments, so they are not dissociation energies.

\section*{Why the spins stay parallel}

\textbf{Q.} I grant the binding. But the three electrons should fill from below: three in $e_{2g}$, none in $a_{1g}$. That leaves one unpaired electron.

\textbf{A.} Without repulsion, yes. The gap is $\Delta=E(a_{1g})-E(e_{2g})=0.69$ eV, and $e_{2g}^3$ lies below $a_{1g}^1e_{2g}^2$ by that amount. Orbital energies alone give the wrong spin, so we need the repulsion among the three electrons.

Treat the frontier orbitals as pure $d$ functions. In atomic units expand $1/r_{12}$ in multipoles $k=0,2,4$, with radial integrals $F^k$, and set
\begin{equation}
F_2=\frac{F^2}{49},\quad F_4=\frac{F^4}{441},\quad
\begin{aligned}
A&=F^0-49F_4,\\ B&=F_2-5F_4,\\ C&=35F_4.
\end{aligned}
\end{equation}
Write $\mu=\cos\vartheta$ for an electron's polar angle. The $m=\pm2$ density has weight $\tfrac{15}{16}(1-\mu^2)^2$, so $\langle\mu^2\rangle=1/7$ and $\langle\mu^4\rangle=1/21$. Its Legendre moments are
\begin{equation}
\langle P_2\rangle=\tfrac12\left(\tfrac37-1\right)=-\tfrac27,\qquad
\langle P_4\rangle=\tfrac18\left(\tfrac{35}{21}-\tfrac{30}{7}+3\right)=\tfrac1{21}.
\end{equation}
For $z^2$ the weight is $\tfrac58(3\mu^2-1)^2$, with $\langle\mu^2\rangle=11/21$ and $\langle\mu^4\rangle=3/7$; both moments are $2/7$. Products of moments give
\begin{align}
J_{zz}&=F^0+4F_2+36F_4=A+4B+3C,\\
J_{ze}&=F^0-4F_2+6F_4=A-4B+C,\\
J_{22}&=F^0+4F_2+F_4=A+4B+2C.
\end{align}
Exchange uses the product of two orbitals as its charge density. Let $\langle\ \rangle$ now denote the $m=\pm2$ average. The product of $z^2$ with $m=2$ has moments
\begin{equation}
\tfrac12\langle3\mu^2-1\rangle=-\tfrac27,\quad
\tfrac{\sqrt{15}}{12}\langle(3\mu^2-1)(7\mu^2-1)\rangle=\tfrac{\sqrt{15}}{21},
\end{equation}
so $K_{ze}=4F_2+15F_4=4B+C$. The product of $m=2$ with $m=-2$ has only a $k=4$ moment, $\sqrt{35/128}\,\langle(1-\mu^2)^2\rangle=\sqrt{70}/21$, whose exchange is $70F_4=2C$.

The real pair $x^2-y^2$ and $xy$ has densities $\rho(1\pm\cos4\phi)$ and product $\rho\sin4\phi$. The cosine and sine parts have equal self-repulsion, by rotation, and share the $2C$. Each is $C$, and neither interacts with the axial part $\rho$. Therefore
\begin{equation}
J_{ee}=J_{22}+C=A+4B+3C,\quad J_{ee'}=J_{22}-C=A+4B+C,\quad K_{ee'}=C.
\end{equation}

\textbf{Q.} And the spin states?

\textbf{A.} With three parallel spins, every pair gains exchange:
\begin{align}
W_{3/2}&=2J_{ze}+J_{ee'}-2K_{ze}-K_{ee'}\nonumber\\
&=2(A-4B+C)+(A+4B+C)-2(4B+C)-C=3A-12B.
\end{align}
For doublets of the same configuration, first couple the two $e$ electrons. Their triplet has $J_{ee'}-K_{ee'}=A+4B$. Two singlets have $J_{ee'}+K_{ee'}=J_{ee}-K_{ee'}=A+4B+2C$; the third has $J_{ee}+K_{ee'}=A+4B+4C$.

The $z^2$ electron adds $2J_{ze}-K_{ze}(1+2\mathbf S_e\cdot\mathbf s_z)$. For a triplet pair in a total doublet, $\mathbf S_e\cdot\mathbf s_z=\tfrac12(\tfrac34-2-\tfrac34)=-1$, so the exchange term is $+K_{ze}$. For a singlet pair it is $-K_{ze}$. Subtracting $W_{3/2}$ leaves doublets at
\begin{equation}
12B+3C,\qquad 4B+3C,\qquad 4B+5C
\end{equation}
above the quartet. All are positive for positive $B$ and $C$.

The paired configurations $a_{1g}^2e_{2g}^1$ and $e_{2g}^3$ have repulsions
\begin{align}
J_{zz}+2J_{ze}-K_{ze}&=3A-8B+4C,\\
J_{ee}+2J_{ee'}-K_{ee'}&=3A+12B+4C.
\end{align}
Their one-electron energies differ from that of $a_{1g}^1e_{2g}^2$ by $+\Delta$ and $-\Delta$. Moving a pair from $z^2$ to an $e$ orbital couples them by $K_{ze}$, up to sign. Axial angular momentum forbids mixing with the other doublets. Relative to the quartet their matrix is
\begin{equation}
\begin{pmatrix}\Delta+4B+4C&4B+C\\4B+C&-\Delta+24B+4C\end{pmatrix}.
\end{equation}
Its trace is positive, so both eigenvalues are positive exactly when its determinant is. With $y=\Delta-10B$ the diagonal entries are $14B+4C\pm y$, and the condition becomes $(14B+4C)^2-y^2>(4B+C)^2$, or
\begin{equation}
|\Delta-10B|<R,\qquad R=\sqrt{(14B+4C)^2-(4B+C)^2}.
\end{equation}
Below this window the electrons pair in $a_{1g}$; above it they pair in $e_{2g}$.

\textbf{Q.} Is the example inside?

\textbf{A.} Yes. For $B=0.07$ and $C=0.30$ eV the window runs from $-1.40$ to $2.80$ eV, and $\Delta=0.69$ eV. The three simple doublets lie 1.74, 1.18 and 1.78 eV above the quartet; the mixed ones lie at 1.60 and 2.76 eV. The upper edge needs care: here $e_{1g}^*$ is only 2.06 eV above $e_{2g}$, so raising $a_{1g}$ further than that would put it above $e_{1g}^*$ and the three-orbital treatment would no longer suffice. With all five $d$ orbitals, raising $a_{1g}$ at fixed $e_{2g}$ and $e_{1g}^*$ changes the ground state near $\Delta=2.4$ eV to an orbitally degenerate quartet, before the pairing edge is reached. Lowering $e_{2g}$ at fixed $a_{1g}$ and $e_{1g}^*$ instead gives pairing in $e_{2g}$ near $\Delta=2.7$ eV.

A calculation with three electrons in all five $d$ orbitals, at the example's levels, keeps the quartet lowest. The first doublet is at 1.21 eV (117 kJ/mol), against 1.18 eV before. Enlarging the space cannot raise either lowest state, so the quartet has fallen slightly more.

With one electron in each frontier orbital, the quartet has no orbital degeneracy and hence no first-order Jahn--Teller distortion. For $g=2$ its spin-only moment is $2\sqrt{\tfrac32\cdot\tfrac52}=\sqrt{15}=3.87$ Bohr magnetons. With eighteen electrons, filling the same three orbitals with six leaves no unpaired spin. At the example's parameters this singlet lies only 0.30 eV below a quintet, and with couplings 20\% weaker the quintet is lowest; parameters chosen for vanadium should not be carried over to iron.

\section*{The model beside the real compound}

\textbf{Q.} Those are chosen parameters. Would real vanadocene, heated as a vapour precursor, upset the conclusion?

\textbf{A.} The geometry and energies are roughly typical of vanadocene, not fitted to it; the real moment, roughly 3.8 Bohr magnetons, agrees with three unpaired electrons. The model's lowest spin-allowed $d$--$d$ excitation is at 1.5 eV, below the observed absorption near 2 eV, so $e_{1g}^*$ is probably placed too low. The largest correction I have sized is covalency, since real frontier orbitals spread onto the rings. The metal $d$ weights are 0.97 in $a_{1g}$, 0.83 in $e_{2g}$ and 0.769 in $e_{1g}^*$. Multiplying $B$ and $C$ by 0.59, the square of the smallest of these, lowers the doublet gap from 1.21 to 0.71 eV; this acts on values already below the free-ion Hartree--Fock ones ($B=0.12$, $C=0.45$ eV). It is not a bound, because unequal weights leave $A$ uncancelled between configurations. Scaling each $d$--$d$ integral by its own orbital weights gives 0.89 eV for $A=0$, 0.78 eV for $A=2$ eV and 0.12 eV for $A=5$ eV; the effective $A$ depends on screening and on repulsion involving the ring charge, which the model omits. Changing all metal--ring couplings by 20\% either way, or including overlap equal to minus the coupling divided by 15 eV, leaves the doublet gap for unreduced $B$ and $C$ between 1.20 and 1.22 eV; with each case's own covalent factor it lies between 0.54 and 0.80 eV. A spin--orbit parameter of 0.02 eV splits the quartet by 0.0008 eV, well below $kT=0.034$ eV at 400 K. The thermal fraction outside the quartet is of order $10^{-15}$; with the 0.71 eV gap it is still only of order $10^{-9}$. In the weighted case $A=5$ eV, however, it reaches 7\%, and at $A=6$ eV an orbitally degenerate quartet is lowest, so the small fractions rest on a well-screened $A$. With couplings 20\% weaker an excited quartet, at 1.03 eV, falls below the first doublet and the fraction is of order $10^{-13}$.

\textbf{Q.} So a strong set of bonds makes it stable in a precursor line?

\textbf{A.} That does not follow. A real line may contain oxygen, water and hot surfaces, whereas the model treats an isolated molecule. Isolation requires that decomposition and attack be slow under the chosen conditions, and I have calculated no barrier. What the calculation removes is your electronic objection: in these orbital sums, at fixed parameters, the three missing electrons would add the smaller part of the binding, 6\% in the example and up to 28\% in the variants above, and the three present can remain unpaired without emptying any of the six low, mainly ring-based orbitals.

\section*{Computed results}
\begin{verbatim}
valence electrons, 5 + 2*5: 15
ring height, radius: 1.9, 1.2 angstrom
theta: 32.3 degrees
alpha, beta: -2.0, -2.5 eV
metal d, s, p energies: 0.0, 3.0, 5.0 eV
V pd sigma, pi: -1.6, 0.8 eV
V sp; V pp sigma, pi: 1.5; 1.5, -0.5 eV
Racah B, C: 0.07, 0.3 eV
ring levels m=0,1,2: -7.000, -3.545, 2.045 eV
|t0|, |t1|, |t2|: 1.392, 2.776, 1.178 eV
|ts|: 4.011 eV
six bonding levels: -8.610, -7.682, -5.066, -5.066, -3.998, -3.998 eV
e2g level: -0.538 eV
a1g level: 0.151 eV
a1g level without metal s: 0.267 eV
e1g antibonding level: 1.521 eV
d weights a1g, e1g*, e2g: 0.966, 0.769, 0.828
orbital binding, 12 electrons: -12.48 eV
orbital binding, 15 electrons: -13.40 eV
orbital binding, 18 electrons: -14.33 eV
orbital binding, 20 electrons: -11.29 eV
share of 15-electron binding at 12: 93.1 %
share of 18-electron binding at 15: 93.6 %
gap D = a1g - e2g: 0.689 eV
quartet window for D: -1.401 to 2.801 eV
doublet - quartet, no repulsion: -0.689 eV
4B+3C, 12B+3C, 4B+5C: 1.18, 1.74, 1.78 eV
two mixed doublets above quartet: 1.600, 2.760 eV
doublet - quartet, frontier only: 1.180 eV
doublet - quartet, five d orbitals: 1.208 eV
the same gap: 117 kJ/mol
spin-only moment for S=3/2: 3.873 Bohr magnetons
overlap scale: 15.0 eV
with overlap: a1g 0.153, e1g* 1.808, e2g -0.508, doublet gap 1.206 eV
coupling -20%: a1g 0.116, e1g* 1.069, e2g -0.368, doublet gap 1.217 eV
coupling +20%: a1g 0.181, e1g* 2.001, e2g -0.722, doublet gap 1.202 eV
covalent factor on B and C: 0.591
doublet gap with that factor: 0.709 eV
spin-orbit parameter: 0.02 eV
zero-field splitting of quartet: 8.22e-04 eV
temperature: 400 K, kT: 0.0345 eV
thermal fraction outside quartet: 6.0e-16
\end{verbatim}
